# Photon emission and absorption rates of an atom in a periodic box, part 1

(Sections cited here and not found follow in the later parts.)

## 1. A number that does not depend on the box

Take an atom with two levels 4.63 eV apart and a transition dipole of $1.25\,ea_0$, and put it in a cube with periodic walls. In a cube of side 2.5572 μm its squared coupling to one resonant mode of the radiation field is on average $8.4336\times10^{18}\ \mathrm{s^{-2}}$. In a cube of side 3.4095 μm it is $3.5579\times10^{18}\ \mathrm{s^{-2}}$, less than half as much. Yet when the coupling is switched on for about a femtosecond, a time short against the light-crossing time $L/c$, and the first-order decay probability per unit time is summed numerically over the modes of each cube, one by one, the rate is $1.648658\times10^{8}\ \mathrm{s^{-1}}$ in both. In a cube of side 0.6393 μm the same sum gives $1.770514\times10^{8}\ \mathrm{s^{-1}}$, which is 7.4% higher. If the modes of the two large cubes are filled with photons in a lopsided way, the emission rate rises to $3.244142\times10^{8}\ \mathrm{s^{-1}}$ and an absorption rate $1.595484\times10^{8}\ \mathrm{s^{-1}}$ appears, and the difference of the two is again $1.648658\times10^{8}\ \mathrm{s^{-1}}$.

SI units are used throughout. The cube has side $L$ and volume $V=L^3$.

## 2. Modes of the box

In the Coulomb gauge, $\nabla\cdot\mathbf A=0$, the scalar potential carries the instantaneous Coulomb interaction of the charges, which is counted as part of the atomic Hamiltonian. The radiation field is the rest: $\mathbf E=-\dot{\mathbf A}$ and $\mathbf B=\nabla\times\mathbf A$. Without sources the Ampère–Maxwell law $\nabla\times\mathbf B=\dot{\mathbf E}/c^2$ reads $\nabla\times\nabla\times\mathbf A=-\ddot{\mathbf A}/c^2$. The identity $\nabla\times\nabla\times\mathbf A=\nabla(\nabla\cdot\mathbf A)-\nabla^2\mathbf A$ and the gauge condition turn it into the wave equation

$$\ddot{\mathbf A}=c^2\nabla^2\mathbf A .$$

Periodic boundaries mean that $\mathbf A$ is unchanged when $x$, $y$ or $z$ is increased by $L$. A plane wave $e^{i\mathbf k\cdot\mathbf r}$ has this property when $e^{ik_xL}=e^{ik_yL}=e^{ik_zL}=1$, so $\mathbf k=2\pi\mathbf m/L$ with $\mathbf m$ a triple of integers. In one dimension $\int_0^L e^{2\pi i(m-m')x/L}dx$ equals $L$ for $m=m'$ and vanishes otherwise, because the exponential then runs through whole periods. The product of three such integrals gives

$$\int_V e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}\,d^3r=V\,\delta_{\mathbf k\mathbf k'} .\tag{1}$$

Expand the potential as a Fourier series,

$$\mathbf A(\mathbf r,t)=\frac1{\sqrt V}\sum_{\mathbf k}\mathbf A_{\mathbf k}(t)\,e^{i\mathbf k\cdot\mathbf r}.$$

Three conditions follow. Since $\mathbf A$ is real, $\mathbf A_{-\mathbf k}=\mathbf A_{\mathbf k}^*$. Since $\nabla\cdot$ becomes $i\mathbf k\cdot$ and the plane waves are independent, $\mathbf k\cdot\mathbf A_{\mathbf k}=0$. Since $\nabla^2$ becomes $-k^2$, the wave equation gives $\ddot{\mathbf A}_{\mathbf k}=-\omega_k^2\mathbf A_{\mathbf k}$ with $\omega_k=c|\mathbf k|$. The term $\mathbf k=0$ has zero frequency and is not an oscillator. It is a single point of the lattice, far from any atomic resonance, and it is dropped.

For each $\mathbf k$ choose two real unit vectors $\mathbf e_{\mathbf k1},\mathbf e_{\mathbf k2}$ orthogonal to each other and to $\hat{\mathbf k}=\mathbf k/k$. The three vectors form an orthonormal basis, and completeness of that basis means

$$\sum_{\lambda=1}^2(\mathbf e_{\mathbf k\lambda})_i(\mathbf e_{\mathbf k\lambda})_j=\delta_{ij}-\hat k_i\hat k_j .\tag{2}$$

A mode is a pair $(\mathbf k,\lambda)$.

## 3. Normal variables, energy and momentum

The amplitude $\mathbf A_{\mathbf k}$ mixes a wave running along $\mathbf k$ with one running along $-\mathbf k$. They are separated by

$$\boldsymbol\alpha_{\mathbf k}=\sqrt{\frac{\varepsilon_0}{2\hbar\omega_k}}\left(\omega_k\mathbf A_{\mathbf k}+i\dot{\mathbf A}_{\mathbf k}\right).\tag{3}$$

At this point $\hbar$ is only a constant that makes $\boldsymbol\alpha$ dimensionless. Differentiating the bracket gives $\omega\dot{\mathbf A}+i\ddot{\mathbf A}=\omega\dot{\mathbf A}-i\omega^2\mathbf A=-i\omega(\omega\mathbf A+i\dot{\mathbf A})$, so $\dot{\boldsymbol\alpha}_{\mathbf k}=-i\omega_k\boldsymbol\alpha_{\mathbf k}$ and $\boldsymbol\alpha_{\mathbf k}\propto e^{-i\omega_kt}$.

Write (3) for $-\mathbf k$, conjugate it and use the reality condition: $\boldsymbol\alpha^*_{-\mathbf k}=\sqrt{\varepsilon_0/2\hbar\omega}\,(\omega\mathbf A_{\mathbf k}-i\dot{\mathbf A}_{\mathbf k})$. The sum with (3) isolates $2\omega\mathbf A_{\mathbf k}$ and the difference isolates $2i\dot{\mathbf A}_{\mathbf k}$:

$$\mathbf A_{\mathbf k}=\sqrt{\frac{\hbar}{2\varepsilon_0\omega_k}}\left(\boldsymbol\alpha_{\mathbf k}+\boldsymbol\alpha^*_{-\mathbf k}\right),\qquad \dot{\mathbf A}_{\mathbf k}=-i\omega_k\sqrt{\frac{\hbar}{2\varepsilon_0\omega_k}}\left(\boldsymbol\alpha_{\mathbf k}-\boldsymbol\alpha^*_{-\mathbf k}\right).\tag{4}$$

Insert the first of these in the Fourier series, rename $\mathbf k\to-\mathbf k$ in the starred term, and resolve the transverse vector as $\boldsymbol\alpha_{\mathbf k}=\sum_\lambda\alpha_{\mathbf k\lambda}\mathbf e_{\mathbf k\lambda}$:

$$\mathbf A(\mathbf r,t)=\sum_{\mathbf k\lambda}\sqrt{\frac{\hbar}{2\varepsilon_0\omega_kV}}\;\mathbf e_{\mathbf k\lambda}\left(\alpha_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+\alpha^*_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right).\tag{5}$$

The field energy is $U=\frac{\varepsilon_0}2\int(\mathbf E^2+c^2\mathbf B^2)\,d^3r$. For real fields $\mathbf F,\mathbf G$ expanded like $\mathbf A$, (1) gives $\int F_iG_j\,d^3r=\sum_{\mathbf k}F^*_{\mathbf k,i}G_{\mathbf k,j}$. Here $\mathbf E_{\mathbf k}=-\dot{\mathbf A}_{\mathbf k}$ and $\mathbf B_{\mathbf k}=i\mathbf k\times\mathbf A_{\mathbf k}$, and $|\mathbf k\times\mathbf A_{\mathbf k}|^2=k^2|\mathbf A_{\mathbf k}|^2-|\mathbf k\cdot\mathbf A_{\mathbf k}|^2=k^2|\mathbf A_{\mathbf k}|^2$ by transversality. Therefore

$$U=\frac{\varepsilon_0}{2}\sum_{\mathbf k}\left(|\dot{\mathbf A}_{\mathbf k}|^2+\omega_k^2|\mathbf A_{\mathbf k}|^2\right)=\frac{\varepsilon_0}2\sum_{\mathbf k}\frac{\hbar\omega_k}{2\varepsilon_0}\left(|\boldsymbol\alpha_{\mathbf k}-\boldsymbol\alpha^*_{-\mathbf k}|^2+|\boldsymbol\alpha_{\mathbf k}+\boldsymbol\alpha^*_{-\mathbf k}|^2\right).$$

The cross terms, which oscillate at $2\omega_k$, enter the electric and magnetic parts with opposite signs and cancel, leaving $2|\boldsymbol\alpha_{\mathbf k}|^2+2|\boldsymbol\alpha_{-\mathbf k}|^2$ in the bracket. The sums over $\mathbf k$ of these two terms are equal, so

$$U=\sum_{\mathbf k\lambda}\hbar\omega_k|\alpha_{\mathbf k\lambda}|^2 .\tag{6}$$

The factor $V^{-1/2}$ in (5) is fixed by this result. A mode holding a given energy spreads it through the whole box, so its squared field strength at any point falls as $1/V$.

The momentum is $\mathbf P=\varepsilon_0\int\mathbf E\times\mathbf B\,d^3r=-i\varepsilon_0\sum_{\mathbf k}\dot{\mathbf A}^*_{\mathbf k}\times(\mathbf k\times\mathbf A_{\mathbf k})$. The triple product is $\mathbf k(\dot{\mathbf A}^*_{\mathbf k}\cdot\mathbf A_{\mathbf k})-\mathbf A_{\mathbf k}(\dot{\mathbf A}^*_{\mathbf k}\cdot\mathbf k)$, and the second term is zero. With (4) the prefactor is $(-i\varepsilon_0)(i\omega)(\hbar/2\varepsilon_0\omega)=\hbar/2$, and

$$\mathbf P=\sum_{\mathbf k}\frac{\hbar\mathbf k}{2}\left(|\boldsymbol\alpha_{\mathbf k}|^2-|\boldsymbol\alpha_{-\mathbf k}|^2+\boldsymbol\alpha^*_{\mathbf k}\cdot\boldsymbol\alpha^*_{-\mathbf k}-\boldsymbol\alpha_{-\mathbf k}\cdot\boldsymbol\alpha_{\mathbf k}\right)=\sum_{\mathbf k\lambda}\hbar\mathbf k\,|\alpha_{\mathbf k\lambda}|^2 .$$

The last two terms in the bracket are even under $\mathbf k\to-\mathbf k$ and multiply an odd factor, so they sum to zero, and the second term equals the first after renaming $\mathbf k$.

Equation (6) was checked numerically. For $L=1$ μm, the 124 wave vectors with nonzero $\mathbf m$ and components between $-2$ and $2$ were given random amplitudes. The potential (5) was evaluated on a real-space grid, $\mathbf E$ was obtained by finite differences in time and $\mathbf B$ by Fourier differentiation. The grid integral of the energy density was 1182.501038 eV, and the right side of (6) was 1182.501038 eV. The momentum, the vanishing divergence and the wave equation were confirmed in the same way.

## 4. Quantization

Canonical quantization needs independent real coordinates, and $\mathbf A_{\mathbf k}$ and $\mathbf A_{-\mathbf k}$ are not independent. Let $\mathbf k$ run over half of the lattice, one member of each pair $\pm\mathbf k$, and write with real $x_\lambda,y_\lambda$

$$\mathbf A_{\pm\mathbf k}=\sum_\lambda\mathbf e_{\mathbf k\lambda}\,\frac{x_\lambda\pm iy_\lambda}{\sqrt2}.$$

Then $|\mathbf A_{\mathbf k}|^2+|\mathbf A_{-\mathbf k}|^2=\sum_\lambda(x_\lambda^2+y_\lambda^2)$, and likewise for the time derivatives. The Lagrangian $\frac{\varepsilon_0}2\int(\mathbf E^2-c^2\mathbf B^2)\,d^3r$ becomes a sum, over the half lattice and over $\lambda$, of $\frac{\varepsilon_0}{2}(\dot x^2-\omega^2x^2)+\frac{\varepsilon_0}2(\dot y^2-\omega^2y^2)$. Its Euler–Lagrange equations $\ddot x=-\omega^2x$ and $\ddot y=-\omega^2y$ are the wave equation. Any multiple of this Lagrangian would give the same equations. The factor is fixed by the energy: the sum of $\frac{\varepsilon_0}{2}(\dot x^2+\omega^2x^2)+\frac{\varepsilon_0}2(\dot y^2+\omega^2y^2)$ that belongs to it is the field energy $U$ of part 3. Each coordinate is a harmonic oscillator with $\varepsilon_0$ in the place of the mass, and the momenta are $p_x=\varepsilon_0\dot x$, $p_y=\varepsilon_0\dot y$.

The quantum postulate is $[x,p_x]=[y,p_y]=i\hbar$, with all other commutators zero. Define $b_x=\sqrt{\varepsilon_0\omega/2\hbar}\,(x+ip_x/\varepsilon_0\omega)$ and $b_y$ likewise. Then

$$[b_x,b_x^\dagger]=\frac{\varepsilon_0\omega}{2\hbar}\cdot\frac{-i[x,p_x]+i[p_x,x]}{\varepsilon_0\omega}=\frac{\hbar+\hbar}{2\hbar}=1,$$

$$b_x^\dagger b_x=\frac{\varepsilon_0\omega}{2\hbar}\left(x^2+\frac{p_x^2}{\varepsilon_0^2\omega^2}+\frac{i[x,p_x]}{\varepsilon_0\omega}\right)=\frac{1}{\hbar\omega}\left(\frac{p_x^2}{2\varepsilon_0}+\frac{\varepsilon_0\omega^2x^2}{2}\right)-\frac12 .$$

Let $a_{\pm\mathbf k\lambda}$ be the operator that replaces the component of $\boldsymbol\alpha_{\pm\mathbf k}$ along $\mathbf e_{\mathbf k\lambda}$. In (3) the factor multiplying $\mathbf A_{\mathbf k}$ is $\sqrt{\varepsilon_0\omega/2\hbar}$, and $\dot x=p_x/\varepsilon_0$, so collecting the $x$ and $y$ parts gives $a_{\pm\mathbf k}=(b_x\pm ib_y)/\sqrt2$. Hence $[a_{\mathbf k},a^\dagger_{\mathbf k}]=\frac12(1+1)=1$, and $[a_{\mathbf k},a^\dagger_{-\mathbf k}]=\frac12[b_x+ib_y,\,b_x^\dagger+ib_y^\dagger]=\frac12(1+i^2)=0$. Two $a$ operators commute because they contain only $b$ operators. In $a^\dagger_{\mathbf k}a_{\mathbf k}+a^\dagger_{-\mathbf k}a_{-\mathbf k}$ the mixed terms $\pm\frac i2(b_x^\dagger b_y-b_y^\dagger b_x)$ cancel and $b_x^\dagger b_x+b_y^\dagger b_y$ remains. If other polarization vectors are chosen at $-\mathbf k$, the two operators $a_{-\mathbf k\lambda}$ are mixed by a real orthogonal $2\times2$ matrix, which preserves both the commutators and $\sum_\lambda a^\dagger a$. For the whole lattice,

$$[a_{\mathbf k\lambda},a^\dagger_{\mathbf k'\lambda'}]=\delta_{\mathbf k\mathbf k'}\delta_{\lambda\lambda'},\qquad[a_{\mathbf k\lambda},a_{\mathbf k'\lambda'}]=0,\qquad H_F=\sum_{\mathbf k\lambda}\hbar\omega_k\left(a^\dagger_{\mathbf k\lambda}a_{\mathbf k\lambda}+\tfrac12\right).\tag{7}$$

The operator $\mathbf A(\mathbf r)$ is (5) with $\alpha\to a$ and $\alpha^*\to a^\dagger$. From $\mathbf E=-\dot{\mathbf A}$ and $\dot a=-i\omega a$, the electric field is $\mathbf E=i\sum E_{\rm vac}(\omega_k)\,\mathbf e_{\mathbf k\lambda}(a\,e^{i\mathbf k\cdot\mathbf r}-a^\dagger e^{-i\mathbf k\cdot\mathbf r})$ with $E_{\rm vac}=\sqrt{\hbar\omega/2\varepsilon_0V}$.

## 5. Number states

For one mode let $N=a^\dagger a$. Then $[N,a]=[a^\dagger,a]a=-a$ and $[N,a^\dagger]=a^\dagger[a,a^\dagger]=a^\dagger$. If $N|n\rangle=n|n\rangle$ with $\langle n|n\rangle=1$, then $Na|n\rangle=(aN-a)|n\rangle=(n-1)a|n\rangle$ and $Na^\dagger|n\rangle=(n+1)a^\dagger|n\rangle$. The squared norms are

$$\|a|n\rangle\|^2=\langle n|a^\dagger a|n\rangle=n,\qquad\|a^\dagger|n\rangle\|^2=\langle n|aa^\dagger|n\rangle=\langle n|a^\dagger a+1|n\rangle=n+1 .$$

The first shows $n\ge0$. Repeated lowering would reach a negative eigenvalue unless it produces the zero vector at some step, and by the same norm that happens only at $n=0$. So $n$ is a non-negative integer. With the usual choice of phases,

$$a|n\rangle=\sqrt n\,|n-1\rangle,\qquad a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle .\tag{8}$$

By (7) the state $|n\rangle$ has energy $n\hbar\omega$ above the vacuum, and by the momentum formula it carries $n\hbar\mathbf k$: it holds $n$ photons. The extra 1 in the second norm is the commutator $[a,a^\dagger]$.

As a check that uses no ladder algebra, the oscillator Hamiltonian was diagonalized numerically on a position grid, and the matrix elements of $(x-d/dx)/\sqrt2$, which is $a^\dagger$ in units $\hbar=m=\omega=1$, were computed between the eigenvectors. Their squares for $n=0,\dots,4$ were 1, 2, 3, 4, 5 to eight decimals.

## 6. Coupling to the atom

The atom has a fixed nucleus at the origin and $Z$ electrons of charge $q=-e$ and mass $m$. Minimal coupling replaces $\mathbf p_j$ by $\mathbf p_j-q\mathbf A(\mathbf r_j)$. Expanding the square produces $\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p$, and the two are equal because $\sum_i[p_i,A_i]=-i\hbar\nabla\cdot\mathbf A=0$. So $H=H_{\rm at}+H_F+H_{\rm int}$ with

$$H_{\rm int}=-\frac qm\sum_j\mathbf A(\mathbf r_j)\cdot\mathbf p_j+\frac{q^2}{2m}\sum_j\mathbf A(\mathbf r_j)^2 .$$

Consider two non-degenerate eigenstates $|e\rangle,|g\rangle$ of $H_{\rm at}$ with $E_e-E_g=\hbar\omega_0>0$. The modes that matter have $k\approx k_0=\omega_0/c$. In the example $k_0a_0=1.2416\times10^{-3}$, so $\mathbf k\cdot\mathbf r$ is small over an atom a few Bohr radii across, and $e^{\pm i\mathbf k\cdot\mathbf r_j}\to1$. This is the dipole approximation. The $\mathbf A^2$ term becomes $Zq^2\mathbf A(0)^2/2m$, which acts as the identity on the electrons and has no matrix element between $e$ and $g$. The linear term becomes $-(q/m)\mathbf A(0)\cdot\mathbf P_{\rm el}$ with $\mathbf P_{\rm el}=\sum_j\mathbf p_j$.

For a potential that depends only on positions, $[H_{\rm at},x_j]=[p_{xj}^2,x_j]/2m=-i\hbar p_{xj}/m$. With $\mathbf R=\sum_j\mathbf r_j$ this gives $\mathbf P_{\rm el}=(im/\hbar)[H_{\rm at},\mathbf R]$, and between eigenstates

$$\langle b|\mathbf P_{\rm el}|a\rangle=\frac{im}{\hbar}(E_b-E_a)\langle b|\mathbf R|a\rangle .\tag{9}$$

In the well $x^2/2+0.1x^4$ (units $\hbar=m=1$), diagonalized on a grid, the two sides of (9) for the lowest pair of states both had modulus 0.77715972. When $H_{\rm at}$ contains spin–orbit or nonlocal terms, $\mathbf p/m$ is not the velocity. The term linear in a uniform $\mathbf A$ is then $-q\mathbf A\cdot\mathbf v$ with $\mathbf v=(i/\hbar)[H_{\rm at},\mathbf R]$, whose matrix elements are the right side of (9) divided by $m$, so the formulas below in terms of the dipole remain valid. Bare $\mathbf p$ matrix elements do not give the coupling for such a Hamiltonian.

Define the transition dipole $\mathbf d=q\langle g|\mathbf R|e\rangle$, in general complex. From (9), $-(q/m)\langle g|\mathbf P_{\rm el}|e\rangle=-(q/m)(-im\omega_0)\langle g|\mathbf R|e\rangle=i\omega_0\mathbf d$, and the conjugate element is $-i\omega_0\mathbf d^*$. Define

$$g_{\mathbf k\lambda}=\frac{i\omega_0\,\mathbf e_{\mathbf k\lambda}\cdot\mathbf d}{\sqrt{2\varepsilon_0\hbar\omega_kV}},\qquad|g_{\mathbf k\lambda}|^2=\frac{\omega_0^2\,|\mathbf e_{\mathbf k\lambda}\cdot\mathbf d|^2}{2\varepsilon_0\hbar\omega_kV}.\tag{10}$$

It is an angular frequency. Taking the $a^\dagger$ term of $\mathbf A(0)$ for emission and the $a$ term for absorption, and using (8),

$$\langle g,n+1|H_{\rm int}|e,n\rangle=\hbar g\sqrt{n+1},\qquad\langle e,n-1|H_{\rm int}|g,n\rangle=\hbar g^*\sqrt n ,\tag{11}$$

where only the occupation of the mode that changes is shown. At $\omega_k=\omega_0$, $|g|=E_{\rm vac}|\mathbf e\cdot\mathbf d|/\hbar$, the value that the coupling $-\mathbf d\cdot\mathbf E$ gives. Off resonance the two forms differ, with $|g|^2$ proportional to $1/\omega_k$ here and to $\omega_k$ there. For smooth switching, such as the Gaussian of part 8, the rates of the two forms agree when the interaction time is long against $1/\omega_0$, so that only resonant modes count; the difference at finite time is given in part 10. For sudden switching the $-\mathbf d\cdot\mathbf E$ form gives the distant modes two more powers of $\omega_k$. Their contribution then grows as the square of the frequency at which the dipole approximation ends, and a much longer time is needed before the resonant modes dominate.

The field in the box is now quantized, and (11) gives the matrix elements for emitting and absorbing one photon, with factors $\sqrt{n+1}$ and $\sqrt n$ and a coupling that falls as $V^{-1/2}$. It remains to turn them into rates and to show how the volume cancels.
